\section*{Broken symmetry and spurious crystal fields in density-density $d^2$ models, part 2}

Your impurity solver keeps only the density-density part $H_{dd}$ of the full Coulomb interaction $H$. The test case is $d^2$ without bath, crystal field or spin-orbit coupling. Does the truncation create a crystal field? At mean-field level, for a spherical unpolarised density, it does not: $\sum_b(2U_{ab}-J_{ab})$, with $J_{aa}=U_{aa}$, is independent of $a$ in any orthonormal basis. In two other senses it does, treated below.

With $|D\rangle$ the 45 determinants of the chosen basis,
\[H_{dd}=\sum_D|D\rangle\langle D|H|D\rangle\langle D| .\]
$E_D=\langle D|H|D\rangle$ is $U_{ab}-J_{ab}$ for equal spins and $U_{ab}$ for opposite spins ($U$ direct, $J$ exchange). From the radial Coulomb integrals $F^k$,
\[A=F^0-\tfrac{49}{441}F^4,\qquad B=\tfrac{1}{49}F^2-\tfrac{5}{441}F^4,\qquad C=\tfrac{35}{441}F^4 ,\]
with $B,C>0$. The exact terms are $E(^3F)=A-8B$, $E(^3P)=A+7B$, $E(^1G)=A+4B+2C$, $E(^1D)=A-3B+2C$, $E(^1S)=A+14B+7C$. Exact occupations, summed over spin, are $2/5$ per orbital.

For $M_S=1$, with $P$ the projector on the three $^3P$ states,
\[E_D=A-8B+15B\,p_D,\qquad p_D=\langle D|P|D\rangle .\]
Complex basis: $p=0,0,\frac25,\frac45,\frac35,\frac15$ for $(m,m')=(2,1),(2,0),(2,-1),(2,-2),(1,0),(1,-1)$, unchanged when both $m$ change sign.

Real basis: $p=(4-j)/5$, $J_{ab}=C+j_{ab}B$, $U_{ab}=U_0-2J_{ab}$ for $a\ne b$, and $U_{aa}=U_0=A+4B+3C$, with
\begin{center}
\begin{tabular}{cl}
$j$ & pairs\\
0 & $(xy,x^2{-}y^2)$\\
1 & $(xz,z^2)$, $(yz,z^2)$\\
3 & $(xz,yz)$; $xz$ or $yz$ with $xy$ or $x^2{-}y^2$\\
4 & $(xy,z^2)$, $(x^2{-}y^2,z^2)$\\
\end{tabular}
\end{center}
Here $|m|=2$ for $xy$, $x^2{-}y^2$; $1$ for $xz$, $yz$; $0$ for $z^2$.

$H_{dd}$ keeps only $D_4$, generated by $C_{4z}$ and $C_{2x}$. The lost threefold rotation $C_3$ ($x\to y\to z\to x$) gives
\[|x^2\rangle\equiv C_3|z^2\rangle=-\tfrac12|z^2\rangle+\tfrac{\sqrt3}{2}|x^2{-}y^2\rangle .\]
Spin rotation is also broken:
\[\|[H_{dd},S_+]\|^2=4\,(10C^2+50BC+79B^2).\]
For $z'=\cos\phi\,|z^2\rangle+\sin\phi\,|x^2{-}y^2\rangle$, $E(xy{\uparrow},z'{\uparrow})=A-8B+12B\sin^2\phi$.

\subsection*{First sense: the operator inside $^3F$}

Consider $H+\lambda(H_{dd}-H)$. Degenerate perturbation theory gives the slopes at $\lambda=0$ of the seven $^3F$, $M_S=1$ levels as eigenvalues of $\Delta=P_F(H_{dd}-H)P_F=15B\,P_F\,\mathrm{diag}(p)\,P_F$, since $P_FP=0$. This is a first-order statement: at $\lambda=1$ the mixing with $^3P$ is no longer small and the levels are the $E_D$.

\emph{Complex basis.} For $|M_L|=3,2$ the state is one determinant with $p=0$ and the shift is zero. For $M_L=1$ there are two determinants and one $^3P$ state, whose weights are $p=(\frac25,\frac35)$; the orthogonal $^3F$ state has weights $(\frac35,\frac25)$ and shift $15B\cdot2\cdot\frac{6}{25}=\frac{36}{5}B$. For $M_L=0$, $p=(\frac45,\frac15)$ gives $15B\cdot2\cdot\frac{4}{25}=\frac{24}{5}B$. A spin-independent one-body operator in the $d$ shell has tensor rank $k\le4$. By the Wigner--Eckart theorem its projection on $L=3$ is proportional to the rank-$k$ polynomial in $\mathbf L$, whose diagonal component is a polynomial of degree $k$ in $M_L$. The even functions of $M_L$ form a four-dimensional space, and the vector $(-20,15,-6,1)$ for $|M_L|=0,1,2,3$ is orthogonal to $1$, $M_L^2$, $M_L^4$: $-20+2(15-6+1)=0$, $2(15-24+9)=0$, $2(15-96+81)=0$. It is the rank-6 component, with squared norm $400+2(225+36+1)=924$. Its coefficient in $\Delta$ is $(-20\cdot\frac{24}{5}+30\cdot\frac{36}{5})B/924=\frac{120}{924}B=\frac{10}{77}B$. To first order, no one-body $d$ field can produce or cancel this part; a strong field can also contribute to such a pattern in second order, by mixing $^3F$ with $^3P$.

\emph{Real basis.} Sort the ten determinants by their signs under $x\to-x$, $y\to-y$, $z\to-z$, which commute with $H$. One determinant, $(z^2,x^2{-}y^2)$, is even under all three, with $p=0$ and shift 0. The class with the signs of $xy$ holds $(xy,z^2)$, $(xy,x^2{-}y^2)$, $(xz,yz)$ with $p=(0,\frac45,\frac15)$. The class of $yz$ holds $(yz,z^2)$, $(yz,x^2{-}y^2)$, $(xy,xz)$ with $p=(\frac35,\frac15,\frac15)$, and the class of $xz$ is its image under $C_{4z}$. The $p$ sum to 1 in each class, so each holds one $^3P$ state with squared components $p$, real because $H$ is real here. The trace of $\mathrm{diag}(p)$ on the two remaining states is $\sum p-\sum p^2$. In the $xy$ class, $(xy,z^2)$ has eigenvalue 0 and the trace is $1-\frac{17}{25}=\frac{8}{25}$, which gives a shift $\frac{24}{5}B$. In the $yz$ class the combination of the last two determinants orthogonal to the $^3P$ state has eigenvalue $\frac15$, and the trace $1-\frac{11}{25}=\frac{14}{25}$ leaves $\frac{9}{25}$; the shifts are $3B$ and $\frac{27}{5}B$. The pattern is $0\,(\times2)$, $3B\,(\times2)$, $\frac{24}{5}B$, $\frac{27}{5}B\,(\times2)$, with trace $\frac{108}{5}B$. It is not the $1+3+3$ of a cubic field. It is in fact axial: the same-spin energies depend only on the $|m|$ of the two orbitals, so the $M_S=\pm1$ block commutes with all rotations about $z$, and only the $M_S=0$ block lowers the symmetry of $H_{dd}$ to $D_4$.

To extract the cubic part, average $\Delta$ over the octahedral group. The group is the union of the cosets $gD_4$ with $g=1,C_3,C_3^2$, and $\Delta$ is $D_4$ invariant, so the average over these three $g$ is enough. The even state is $A_2$ and keeps shift 0. In the $xy$ class, $C_{4z}$ ($xy\to-xy$, $x^2{-}y^2\to-(x^2{-}y^2)$, $xz\to yz$, $yz\to-xz$) gives $-1$ for $(xy,z^2)$ and $+1$ for the other two determinants, so $(xy,z^2)$ belongs to the triplet $T_2$ and the other $^3F$ state to the inequivalent triplet $T_1$. The averaged operator is a constant on each triplet, equal to the mean expectation value of $\Delta$. The $T_2$ partner $(yz,x^2)$ has weights $(\frac14,\frac34,0)$ and expectation value $15B(\frac14\cdot\frac35+\frac34\cdot\frac15)=\frac92B$, as has the third. Hence
\begin{equation}
A_2:\ 0,\qquad T_2:\ \tfrac13\left(0+\tfrac92+\tfrac92\right)B=3B,\qquad T_1:\ \tfrac13\left(\tfrac{108}{5}-9\right)B=\tfrac{21}{5}B .
\end{equation}
A true cubic field $Dq\,(6n_{e_g}-4n_{t_{2g}})$ gives $12$ for $A_2$, $6-4=2$ for $T_2$, and for $T_1$, with weight $\frac15$ on $(xy,x^2{-}y^2)$ and $\frac45$ on $(xz,yz)$, $\frac15\cdot2+\frac45\cdot(-8)=-6$. With multiplicities $(1,3,3)$ this traceless pattern has squared norm $144+12+108=264$, and the trace projection is
\begin{equation}
Dq_{\rm eff}=\frac{0+3\cdot2\cdot3-3\cdot6\cdot\frac{21}{5}}{264}B=-\frac{12}{55}B,\qquad 10Dq_{\rm eff}=-\frac{24}{11}B .
\end{equation}
The negative sign lowers $e_g$, as a tetrahedral field does. This cubic part is only a share of $\Delta$: its squared norm is $264\,(\frac{12}{55})^2B^2=12.57B^2$, against $(99.36-21.6^2/7)B^2=32.71B^2$ for the traceless part of $\Delta$, or 38\%. The best one-body fit to $\Delta$ carries 83\% and is axial, with orbital energies $-2.95B$ ($xy$, $x^2{-}y^2$), $+2.78B$ ($xz$, $yz$) and $+0.33B$ ($z^2$); its $e_g$--$t_{2g}$ difference is the $10Dq_{\rm eff}$ above, but its largest splitting is $5.7B$. This value belongs to $M_S=\pm1$. For the $M_S=0$ members of $^3F$ the diagonal element of the pair $(a,b)$ is $U_{ab}=E_D+J_{ab}$, and $j=4-5p$ gives $U_{ab}=A-4B+C+10Bp$; their shifts are $4B+C$ plus two thirds of those above, so they feel $10Dq_{\rm eff}=-\frac{16}{11}B$. The third pattern $(-12,9,-5)$ is orthogonal to the unit operator ($-12+27-15=0$) and to the field ($-144+54+90=0$), and has squared norm $144+243+75=462$. Its coefficient is $(81-63)B/462=\frac{3}{77}B$. Since $d=E+T_2$, the only cubic-invariant one-body operators are $n_{e_g}$ and $n_{t_{2g}}$, that is, rank 0 and a single rank-4 combination, with none at rank 2. The third pattern is real and symmetric, hence even under time reversal and of even rank, which leaves rank 6.

\subsection*{Second sense: occupations and the compensating field}

Let $\langle\cdot\rangle_0$ be the plain average over the 45 determinants and $\beta=1/kT$. Expanding numerator and denominator of $\langle n_ae^{-\beta E}\rangle_0/\langle e^{-\beta E}\rangle_0$, with $1/\langle e^{-\beta E}\rangle_0=1+\beta\langle E\rangle_0+\beta^2(\langle E\rangle_0^2-\frac12\langle E^2\rangle_0)+\dots$, gives
\begin{equation}
\bar n_a=\tfrac25-\beta\,\mathrm{cov}(n_a,E)+\beta^2\left[\tfrac12\mathrm{cov}(n_a,E^2)-\langle E\rangle_0\,\mathrm{cov}(n_a,E)\right]+O(\beta^3).
\end{equation}
Because $\sum_an_a=2$, the product $\langle n_a\rangle_0\langle X\rangle_0=\frac25\langle X\rangle_0$ is the mean over $a$ of $\langle n_aX\rangle_0$. Summing over the two spins of $a$ and the nine partners of each, $45\langle n_aE\rangle_0=2\sum_b(2U_{ab}-J_{ab})$, which is independent of $a$. So $\mathrm{cov}(n_a,E)=0$ in any basis, and the zero of energy is free. In the real basis measure $E$ from $U_0$: the partners give $-3J_{ab}$, $-2J_{ab}$ and $0$, so $45\langle n_aE^2\rangle_0=2\cdot13\sum_{b\ne a}J_{ab}^2$. Every orbital has $\sum_bj_{ab}=10$, so $\sum_{b\neq a} J_{ab}^2=4C^2+20BC+B^2\sum_bj_{ab}^2$ and $C$ cancels in the covariance. For $z^2$, $\sum j^2=16+16+1+1=34$; for $xy$ and $x^2{-}y^2$, $0+16+9+9=34$; for $xz$ and $yz$, $1+9+9+9=28$; the mean is $\frac{158}{5}$. Therefore
\begin{equation}
\bar n_a-\tfrac25=\tfrac{13}{45}\beta^2B^2\Big(\sum_bj_{ab}^2-\tfrac{158}{5}\Big)=
\begin{cases}+\frac{52}{75}\beta^2B^2 & xy,\ z^2,\ x^2{-}y^2\\[2pt] -\frac{26}{25}\beta^2B^2 & xz,\ yz\end{cases}
\end{equation}
to leading order, for $kT$ large against the spread of levels. The approach is slow: with the V$^{3+}$ parameters below (rms spread 0.88~eV) the $z^2$ deviation exceeds this formula by 31\% at $kT=2$~eV, 13\% at 5~eV and 7\% at 10~eV. For $kT\ll3B$ only the levels at $A-8B$ count. In the real basis they are $(xy,z^2)$ and $(x^2{-}y^2,z^2)$, so $\bar n=(\frac12,0,1,0,\frac12)$ for $(xy,yz,z^2,xz,x^2{-}y^2)$, and $e_g$ holds $\frac32$ in place of $\frac45$. In the complex basis they are $(\pm2,\pm1)$ and $(\pm2,0)$, so $\bar n=(\frac12,\frac14,\frac12,\frac14,\frac12)$ for $m=-2,\dots,2$.

Define the compensating field by adding $\sum_a\varepsilon_an_a$ to $H_{dd}$ and requiring $\bar n_a=\frac25$; the spurious field is $-\varepsilon$. The function $f(\varepsilon)=\ln Z+\frac25\beta\sum_a\varepsilon_a$ has gradient $-\beta(\bar n_a-\frac25)$ and Hessian $\beta^2\,\mathrm{cov}(n_a,n_b)$. The Hessian vanishes only along directions $v$ for which $v\cdot n$ is the same for all determinants, that is, uniform $v$. For traceless $v\neq0$ the average of $v\cdot n$ over determinants is zero, so some determinant has $v\cdot n<0$ and $\ln Z$ grows without bound along $v$. A minimum exists and is unique up to a constant. The $j$ table is symmetric under $xy\leftrightarrow x^2{-}y^2$ and $xz\leftrightarrow yz$, so the solution has the same symmetry; I set $\varepsilon_{xz}=0$.

\emph{High temperature.} A spin orbital is occupied in 9 of 45 determinants and two given ones in 1 of 45, so the variance is $\frac15-\frac1{25}=\frac{4}{25}$ and the covariance is $\frac1{45}-\frac1{25}=-\frac{4}{225}$. Spin summation gives $\mathrm{cov}(n_a,n_a)=\frac{8}{25}-\frac{8}{225}=\frac{64}{225}$ and $\mathrm{cov}(n_a,n_b)=-\frac{16}{225}$. A traceless field produces $\delta\bar n_a=-\beta\frac{64+16}{225}\varepsilon_a=-\frac{16}{45}\beta\varepsilon_a$. Cancelling the $\beta^2$ term requires $\varepsilon_a=\frac{13}{16}\beta B^2(\sum_bj_{ab}^2-\frac{158}{5})$, so
\begin{equation}
\varepsilon_{z^2}-\varepsilon_{xz}=\varepsilon_{xy}-\varepsilon_{xz}=\tfrac{13}{16}\cdot6\,\beta B^2=\tfrac{39}{8}\beta B^2 .
\end{equation}
The field vanishes as $T\to\infty$, in accord with the mean-field result.

\emph{Low temperature.} Call $p$ either of $xy$, $x^2{-}y^2$ and $x$ either of $xz$, $yz$. Relative to $A$ the same-spin levels are $-8B+\varepsilon_p+\varepsilon_{z^2}$ for two $(p,z^2)$ states, $-5B+\varepsilon_p$ for four $(p,x)$ states, $-5B$ for one $(x,x)$ state, $B+\varepsilon_{z^2}$ for $(z^2,x)$ and $4B+2\varepsilon_p$ for $(p,p)$. Try a solution in which only the first three groups are populated, with weights $w_1,w_2,w_3$. Then $\bar n_{z^2}=w_1=\frac25$, $\bar n_{xz}+\bar n_{yz}=w_2+2w_3=\frac45$ and $w_1+w_2+w_3=1$, so $w_2=\frac25$ and $w_3=\frac15$. The weights per state are $\frac15,\frac1{10},\frac15$. The ratio of the second to the third is $e^{-\beta\varepsilon_p}=\frac12$, and equality of the first and third means $-8B+\varepsilon_p+\varepsilon_{z^2}=-5B$:
\begin{equation}
\varepsilon_{xy}-\varepsilon_{xz}=kT\ln2,\qquad \varepsilon_{z^2}-\varepsilon_{xz}=3B-kT\ln2 .
\end{equation}
With this field the neglected same-spin levels lie about $9B$ above $(x,x)$, and the lowest $M_S=0$ level, $A-2B+C$, lies $3B+C$ above it. The trial solution is consistent, uniqueness makes it the solution, and the relative corrections to the weights are of order $e^{-\beta(3B+C)}$ and $e^{-9\beta B}$. The field changes its shape with temperature, from raising three orbitals equally to raising $z^2$ alone, so no fixed one-body term repairs the truncation. It also restores only the occupations and not the terms.

\subsection*{Numbers for V$^{3+}$}

The numerical check computes V$^{3+}$ ($3d^2$) by nonrelativistic average-of-configuration Hartree--Fock in the def2-TZVP basis. It builds $H$ from the analytic two-electron integrals over the $3d$ orbitals and obtains the $F^k$ separately by radial quadrature. It asserts that the Gaunt expansion matches those integrals within $5\times10^{-5}$~eV, and it tests the term energies, the $M_S=1$ lists, the real $M_S=0$ list, the commutators, the limits, the $^3F$ slopes (also by finite differences in $\lambda$), the rank-6 parts and the thermal formulas. The integrals are unscreened, so the energies describe this model ion; the formulas in terms of $B$, $C$ and $kT$ are general. The digits shown belong to def2-TZVP: def2-QZVP or a large even-tempered basis moves $F^0$ by up to 0.034~eV, $F^2$ by 0.013~eV, $F^4$ by 0.007~eV, $B$ by 0.0002~eV, $C$ by 0.0006~eV and $10Dq_{\rm eff}$ by 0.0004~eV.

From $F^0=21.3947$, $F^2=10.1746$, $F^4=6.3871$~eV:
\begin{align}
A&=21.3947-6.3871/9=20.685\ \text{eV},\\
B&=0.20764-0.07242=0.1352\ \text{eV}\quad(1091\ \text{cm}^{-1}),\\
C&=35\times6.3871/441=0.5069\ \text{eV}.
\end{align}
The terms lie above $^3F$ (19.603~eV) at $5B+2C=1.690$, $15B=2.028$, $12B+2C=2.637$ and $22B+7C=6.523$~eV. The truncation turns these 5 levels into 9 (real) or 11 (complex). The mean is 20.869~eV in all three cases. It is $A-\frac{14}{9}B+\frac79C$, from the degeneracy-weighted sums $(-168-15+63+36+14)/45$ and $(10+18+7)/45$, and $20.685-0.210+0.394=20.869$. The rms spread falls from 1.369~eV to 0.880 (real) and 0.840~eV (complex). The ground level stays at the $^3F$ energy, but its degeneracy drops from 21 to 4 or 8, and a gap $3B=0.406$~eV opens to the next level. The top level is $U_0$, at $12B+3C=3.143$~eV in place of 6.523~eV. The spin commutator in the real basis is $2\sqrt{2.570+3.427+1.445}=5.456$~eV, and $\|[H_{dd},C_3]\|=3.89$~eV. For $\phi=0.4$~rad, $12B\sin^2\phi=1.6228\times0.15165=0.246$~eV.

Inside $^3F$ with $M_S=\pm1$ the real-basis slopes are 0, 0, 0.406, 0.406, 0.649, 0.730, 0.730~eV, and their cubic average is 0, 0.406, 0.568~eV for $A_2$, $T_2$, $T_1$. This gives
\begin{equation}
10Dq_{\rm eff}=-\tfrac{24}{11}\times0.13523=-0.295\ \text{eV}=-2380\ \text{cm}^{-1},
\end{equation}
with a rank-6 remainder $-0.063$, $+0.047$, $-0.026$~eV. In the complex basis the rank-6 part, taken without a cubic average, runs from $-0.351$ to $+0.263$~eV.

At 300~K the exact occupations are 0.4000 and the truncated ones equal the low-temperature fractions to four digits. The compensating field is
\begin{equation}
\varepsilon_{z^2}-\varepsilon_{xz}=0.40568-0.01792=0.388\ \text{eV}=3128\ \text{cm}^{-1},
\end{equation}
and $\varepsilon_{xy}-\varepsilon_{xz}=0.018$~eV; the neglected levels have $\beta(3B+C)=0.9126/0.02585\approx35$. The $e_g$--$t_{2g}$ splitting contained in $-\varepsilon$ is $-[(0.38776+0.01792)/2-0.01792/3]=-0.197$~eV. It has the sign of $10Dq_{\rm eff}$ but not its size, since the two quantities answer different questions.

At 3000~K the real-basis occupations are 0.463, 0.209, 0.657, 0.209, 0.463, and the complex ones 0.4742, 0.2911, 0.4695, 0.2911, 0.4742. The computed fields are 0.232~eV for $z^2$ and 0.167~eV for $xy$. The low-temperature formulas give $0.40568-0.17919=0.226$ and 0.179~eV, off by 2\% and 8\% of the computed values. Most of the deviation comes from the neglected same-spin levels, chiefly the two $(z^2,x)$ levels, which lie $9B-kT\ln2=1.04$~eV above $(x,x)$ with relative weight $e^{-4.0}\approx0.02$ each; with all same-spin levels kept the fields are 0.235 and 0.167~eV. The low $M_S=0$ levels have a similar weight, $e^{-\beta(3B+C)}=e^{-3.53}\approx0.03$, but each lies $3B+C$ or $4B+C$ above its same-spin partner, so they rescale the three groups almost uniformly and change the fields by no more than about 3~meV. The $\beta^2$ formula does not apply at this temperature, because $kT=0.259$~eV is below the level spread; it would make $xy$ and $z^2$ equal, and they are not. In its own regime it holds: the extracted coefficients are 0.6933 and $-1.0400$, against $52/75$ and $-26/25$, and at $kT=5000B$ the field coefficients are 4.879 ($xy$, $x^2{-}y^2$) and 4.878 ($z^2$), within 0.1\% of the leading-order value $39/8=4.875$.

For your solver the scale to compare with is a few $B$. A physical ligand field of a few tenths of an electronvolt competes with an artefact of the same size in this model, tied to your choice of axes and orbitals, whereas a cubic field with $10Dq\gg3B$ controls the ground-state occupations (within 0.03 of the exact ones at $10Dq=2$~eV and 300~K). Such a field does not repair the spectrum: at $10Dq=2$~eV the $M_S=1$ excitation energies are still wrong by up to 0.8~eV, and the ground degeneracy is 6 in place of 9, because the $M_S=0$ levels of $t_{2g}^2$ lie at least $3B+C$ above the same-spin ones.

\section*{Computed values}
\begin{verbatim}
V3+ avg-config HF/def2-TZVP; all energies in eV unless marked
F0 F2 F4 (eV): 21.3947 10.1746 6.3871
A B C (eV): 20.68499 0.13523 0.50691 ; B = 1090.7 cm^-1
term 3F (deg 21): E = 19.6032 eV, above 3F 0.0000 eV
term 1D (deg 5): E = 21.2931 eV, above 3F 1.6900 eV
term 3P (deg 9): E = 21.6316 eV, above 3F 2.0284 eV
term 1G (deg 9): E = 22.2397 eV, above 3F 2.6366 eV
term 1S (deg 1): E = 26.1266 eV, above 3F 6.5234 eV
real J_ab, pairs a<b (eV): 0.9126 1.0478 0.9126 0.5069 0.6421 0.9126 0.9126 0.6421 1.0478 0.9126
real p_D, pairs a<b: 0.20 0.00 0.20 0.80 0.60 0.20 0.20 0.60 0.00 0.20
real Ms=1 (E-A)/B: -8.00 -8.00 -5.00 -5.00 -5.00 -5.00 -5.00 1.00 1.00 4.00
complex Ms=1 (E-A)/B: -8.00 -8.00 -8.00 -8.00 -5.00 -2.00 -2.00 1.00 1.00 4.00
exact: 5 levels, mean 20.8689 eV, rms spread 1.3690 eV
  above 3F (eV x deg): 0.000x21 1.690x5 2.028x9 2.637x9 6.523x1
real dd: 9 levels, mean 20.8689 eV, rms spread 0.8796 eV
  above 3F (eV x deg): 0.000x4 0.406x10 1.048x4 1.217x4 1.318x10 1.623x2 1.859x4 2.130x2 3.143x5
complex dd: 11 levels, mean 20.8689 eV, rms spread 0.8403 eV
  above 3F (eV x deg): 0.000x8 0.406x2 0.811x4 1.048x4 1.217x4 1.318x8 1.623x2 1.859x4 2.231x4 2.637x4 3.143x1
real norms [Hdd,Lx] [Lz] [S+] [C3] (eV): 12.0098 7.7163 5.4559 3.8918
complex norms [Hdd,Lx] [Lz] [S+] (eV): 10.2710 0.0000 6.7437
eg mixing phi = 0.4 rad: E(xy,z2prime) above 3F = 0.2461 eV
3F shifts real (eV): 0.0000 0.0000 0.4057 0.4057 0.6491 0.7302 0.7302
3F shifts complex (eV): 0.0000 0.0000 0.0000 0.0000 0.6491 0.9736 0.9736
cubic average A2 T2 T1 (eV): 0.0000 0.4057 0.5680
10Dq_eff = -0.2950 eV = -2380 cm^-1 = -2.1818 B
rank-6 part, real cubic average (eV): -0.0632 -0.0263 -0.0263 -0.0263 0.0474 0.0474 0.0474
rank-6 part, complex (eV): -0.3512 -0.1054 -0.1054 0.0176 0.0176 0.2634 0.2634
high-T dn/(beta B)^2 real: 0.6933 -1.0400 0.6933 -1.0400 0.6933
high-T (eps-eps_xz)/(beta B^2) at kT=5000B: 4.879 0.000 4.878 0.000 4.879
T = 300 K, kT = 0.02585 eV, kT ln2 = 0.01792 eV, 3B = 0.40568 eV
  n exact: 0.4000 0.4000 0.4000 0.4000 0.4000
  n real dd (xy yz z2 xz x2-y2): 0.5000 0.0000 1.0000 0.0000 0.5000
  n complex dd (m=-2..2): 0.5000 0.2500 0.5000 0.2500 0.5000
  eps - eps_xz (eV): 0.01792 0.00000 0.38776 0.00000 0.01792
  eps_z2 - eps_xz = 0.3878 eV = 3128 cm^-1
T = 3000 K, kT = 0.25852 eV, kT ln2 = 0.17919 eV, 3B = 0.40568 eV
  n exact: 0.4000 0.4000 0.4000 0.4000 0.4000
  n real dd (xy yz z2 xz x2-y2): 0.4630 0.2087 0.6568 0.2087 0.4630
  n complex dd (m=-2..2): 0.4742 0.2911 0.4695 0.2911 0.4742
  eps - eps_xz (eV): 0.16651 0.00000 0.23209 0.00000 0.16651
  eps_z2 - eps_xz = 0.2321 eV = 1872 cm^-1
\end{verbatim}
